# Why the coupled-cluster series need not approach full CI from above: a program that tests the result

```python
"""
Result under test: the coupled-cluster (CC) series CCSD, CCSDT, CCSDTQ is neither
an upper bound to full CI (FCI) nor monotonic.  With T truncated at rank n and
  exp(-T) H exp(T)|0> = E|0> + sum_{rank mu > n} r_mu |mu>,
the exact error is
  E - E_FCI = - sum_{rank mu > n} r_mu <Psi|exp(T)|mu> / <Psi|exp(T)|0>,
where Psi is the FCI state and |0> the RHF determinant.  Its sign is not fixed.
Systems: N2 and H2O, STO-3G basis, frozen 1s cores.  Energies in hartree (Eh).
All operators are matrices over determinants of the totally symmetric irrep.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm
from scipy.optimize import linear_sum_assignment
from pyscf import gto, scf, cc, fci, ao2mo, symm

NAMES = {2: "CCSD", 3: "CCSDT", 4: "CCSDTQ"}
LEVELS = (2, 3, 4)


def string_algebra(norb, nocc):
    """One-spin strings: generators E_pq and the excitation product table."""
    strings = list(combinations(range(norb), nocc))
    where = {s: k for k, s in enumerate(strings)}
    ns = len(strings)
    gen = np.zeros((norb, norb, ns, ns))
    for col, s in enumerate(strings):
        for place, q in enumerate(s):
            rest = s[:place] + s[place + 1:]
            for p in range(norb):
                if p not in rest:
                    shift = sum(o < p for o in rest)
                    row = where[tuple(sorted(rest + (p,)))]
                    gen[p, q, row, col] = (-1) ** (place + shift)
    source = np.zeros((ns, ns), dtype=int)
    sign = np.zeros((ns, ns))
    rank = np.zeros(ns, dtype=int)
    for x, s in enumerate(strings):
        holes = [i for i in range(nocc) if i not in s]
        particles = [a for a in s if a >= nocc]
        op = np.eye(ns)
        for i, a in zip(holes, particles):
            op = gen[a, i] @ op
        op = op * op[x, 0]          # phase: excitation of |0> gives +|x>
        filled = op != 0
        source[filled] = x
        sign[filled] = op[filled]
        rank[x] = len(particles)
    return strings, gen, source, sign, rank


class Sector:
    """Totally symmetric determinants and the commuting excitation algebra."""

    def __init__(self, norb, nocc, irreps):
        strings, self.gen, source, sign, rank = string_algebra(norb, nocc)
        label = np.array([np.bitwise_xor.reduce(irreps[list(s)])
                          for s in strings])
        self.a, self.b = np.nonzero(label[:, None] == label[None, :])
        position = np.zeros((len(strings),) * 2, dtype=int)
        position[self.a, self.b] = np.arange(len(self.a))
        ga, gb = np.ix_(self.a, self.a), np.ix_(self.b, self.b)
        self.sign = sign[ga] * sign[gb]
        self.index = position[source[ga], source[gb]]
        self.index[self.sign == 0] = 0
        self.rank = rank[self.a] + rank[self.b]
        self.size = len(self.a)

    def operator(self, amplitudes):
        """Matrix of sum_x amplitudes[x] tau_x."""
        return self.sign * amplitudes[self.index]

    def exponential(self, t):
        """Vector exp(T)|0>; the series ends because T is nilpotent."""
        matrix = self.operator(t)
        term = np.zeros(self.size)
        term[0] = 1.0
        total = term.copy()
        for k in range(1, self.rank.max() + 1):
            term = matrix @ term / k
            total += term
        return total

    def hamiltonian(self, h1, eri, e_core):
        gen = self.gen
        dressed = np.tensordot(eri, gen, axes=([2, 3], [0, 1]))
        h_eff = h1 - 0.5 * np.einsum("pqqs->ps", eri)
        one_spin = np.tensordot(h_eff, gen, axes=([0, 1], [0, 1]))
        one_spin = one_spin + 0.5 * np.matmul(gen, dressed).sum(axis=(0, 1))
        mixed = np.tensordot(gen, dressed, axes=([0, 1], [0, 1]))
        a1, a2 = self.a[:, None], self.a[None, :]
        b1, b2 = self.b[:, None], self.b[None, :]
        ham = mixed[a1, a2, b1, b2]
        ham = ham + one_spin[a1, a2] * (b1 == b2)
        ham = ham + one_spin[b1, b2] * (a1 == a2)
        return ham + e_core * np.eye(self.size)


def solve_cc(sector, ham, level, guess):
    """Newton solution of the projected equations; None if not converged."""
    t = guess.copy()
    keep = np.flatnonzero((sector.rank > 0) & (sector.rank <= level))
    for _ in range(80):
        plus = sector.exponential(t)
        minus = sector.exponential(-t)
        hbar = sector.operator(minus) @ ham @ sector.operator(plus)
        r = hbar[:, 0].copy()
        if not np.all(np.isfinite(r)):
            return None
        if np.max(np.abs(r[keep])) < 1e-9:
            return t, r, plus
        jac = (hbar - sector.operator(r))[np.ix_(keep, keep)]
        step = np.linalg.solve(jac, -r[keep])
        t[keep] += step * min(1.0, 0.5 / np.max(np.abs(step)))
    return None


def match_orbitals(new, old, overlap, blocks):
    """Keep order and phase of the orbitals of the previous geometry."""
    out = new.copy()
    for lo, hi in blocks:
        s = old[:, lo:hi].T @ overlap @ new[:, lo:hi]
        rows, cols = linear_sum_assignment(-np.abs(s))
        out[:, lo:hi] = new[:, lo + cols] * np.sign(s[rows, cols])
    return out


def scan(geometry, group, occupation, ncore, nocc, grid, check_points):
    records, guesses, jumps = [], {}, {n: 0.0 for n in LEVELS}
    sector = old = density = irreps0 = None
    for number, x in enumerate(grid):
        mol = gto.M(atom=geometry(x), basis="sto-3g", symmetry=group, verbose=0)
        mf = scf.RHF(mol)
        mf.irrep_nelec = occupation
        mf.conv_tol, mf.max_cycle = 1e-12, 200
        mf.kernel(density)
        assert mf.converged
        density = np.array(mf.make_rdm1())
        occ = np.flatnonzero(mf.mo_occ > 0)
        vir = np.flatnonzero(mf.mo_occ == 0)
        order = np.concatenate([occ[np.argsort(mf.mo_energy[occ])],
                                vir[np.argsort(mf.mo_energy[vir])]])
        orb = np.array(mf.mo_coeff)[:, order]
        top = ncore + nocc
        if old is not None:
            blocks = [(0, ncore), (ncore, top), (top, orb.shape[1])]
            orb = match_orbitals(orb, old, mol.intor("int1e_ovlp"), blocks)
        old = orb
        irreps = np.array(symm.label_orb_symm(
            mol, mol.irrep_id, mol.symm_orb, orb), dtype=int)[ncore:]
        core, active = orb[:, :ncore], orb[:, ncore:]
        norb = active.shape[1]
        if sector is None:
            sector, irreps0 = Sector(norb, nocc, irreps), irreps
        assert np.array_equal(irreps, irreps0)

        # active-space integrals with the field of the frozen core
        dm_core = 2 * core @ core.T
        vj, vk = mf.get_jk(mol, dm_core)
        field, hcore = vj - 0.5 * vk, mf.get_hcore()
        e_core = mol.energy_nuc() + np.sum(dm_core * (hcore + 0.5 * field))
        h1 = active.T @ (hcore + field) @ active
        eri = ao2mo.restore(1, ao2mo.kernel(mol, active), norb)
        ham = sector.hamiltonian(h1, eri, e_core)
        assert abs(ham[0, 0] - mf.e_tot) < 1e-7

        values, vectors = eigh(ham, subset_by_index=[0, 0])
        e_fci, psi = values[0], vectors[:, 0]
        rec = dict(x=x, fci=e_fci, weight=psi[0] ** 2, err={}, ci={},
                   expect={}, parts={})
        for level in LEVELS:
            inside = np.flatnonzero(sector.rank <= level)
            e_ci = eigh(ham[np.ix_(inside, inside)], eigvals_only=True,
                        subset_by_index=[0, 0])[0]
            rec["ci"][level] = e_ci - e_fci
            rec["err"][level] = rec["expect"][level] = np.nan
            rec["parts"][level] = {}
            guess = guesses.get(level, guesses.get(level - 1,
                                                   np.zeros(sector.size)))
            answer = solve_cc(sector, ham, level, guess)
            if answer is None:
                continue
            t, r, plus = answer
            if number > 0:
                jumps[level] = max(jumps[level], np.max(np.abs(t - guess)))
            guesses[level] = t
            error = r[0] - e_fci
            rec["err"][level] = error
            mean = plus @ ham @ plus / (plus @ plus)
            rec["expect"][level] = mean - e_fci
            assert mean > e_fci - 1e-8

            # exact error identity, split by the rank of the unsolved equation
            left = psi @ sector.operator(plus)
            terms = -r * left / left[0]
            for k in range(level + 1, sector.rank.max() + 1):
                rec["parts"][level][k] = terms[sector.rank == k].sum()
            assert abs(sum(rec["parts"][level].values()) - error) < 1e-6

            if x in check_points and level == 3:
                big = sector.operator(t)
                column = (expm(-big) @ ham @ expm(big))[:, 0]
                solved = (sector.rank > 0) & (sector.rank <= 3)
                assert np.max(np.abs(column[solved])) < 1e-7
                assert abs(column[0] - r[0]) < 1e-7
        ci = [rec["ci"][n] for n in LEVELS]
        assert ci[0] >= ci[1] - 1e-9 and ci[1] >= ci[2] - 1e-9
        assert ci[2] > -1e-9

        if x in check_points:       # separate solvers of PySCF
            other = cc.CCSD(mf, frozen=ncore)
            other.conv_tol, other.conv_tol_normt = 1e-10, 1e-7
            other.max_cycle = 300
            other.kernel()
            assert other.converged
            assert abs(other.e_tot - e_fci - rec["err"][2]) < 1e-6
            e_other = fci.direct_spin1.kernel(
                h1, eri, norb, (nocc, nocc), ecore=e_core, tol=1e-11)[0]
            assert abs(e_other - e_fci) < 1e-6
        records.append(rec)
    return records, jumps, sector


def print_scan(records, heading):
    print(heading)
    print("  x   E_FCI/Eh  RHF weight | error/mEh: CCSD  CCSDT  CCSDTQ")
    for rec in records:
        errs = " ".join(f"{1e3 * rec['err'][n]:10.3f}" for n in LEVELS)
        print(f"{rec['x']:6.3f} {rec['fci']:12.6f} {rec['weight']:7.4f} {errs}")


def print_detail(rec, title):
    print(f"{title}, x = {rec['x']:.3f}; all in mEh relative to FCI")
    for key, text in (("ci", "CI energy, ranks up to 2, 3, 4"),
                      ("expect", "expectation value with CC function, 2, 3, 4")):
        print("  " + text + ":",
              " ".join(f"{1e3 * rec[key][n]:.3f}" for n in LEVELS))
    for n in LEVELS:
        if rec["parts"][n]:
            split = ", ".join(f"rank {k}: {1e3 * v:.3f}"
                              for k, v in rec["parts"][n].items())
            print(f"  {NAMES[n]} error by unsolved rank: {split}")


def n2_geometry(r):
    return [["N", (0, 0, -r / 2)], ["N", (0, 0, r / 2)]]


OH_LENGTH, ANGLE = 0.96, 104.5      # angstrom, degrees


def water_geometry(stretch):
    half = np.radians(ANGLE / 2)
    y = stretch * OH_LENGTH * np.sin(half)
    z = stretch * OH_LENGTH * np.cos(half)
    return [["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]]


n2_grid = [round(1.1 + 0.1 * k, 3) for k in range(15)]
n2, n2_jumps, n2_sector = scan(
    n2_geometry, "D2h", {"Ag": 6, "B1u": 4, "B2u": 2, "B3u": 2},
    2, 5, n2_grid, (1.1, 1.5))
water_grid = [1.0 + 0.125 * k for k in range(11)]
water, water_jumps, water_sector = scan(
    water_geometry, "C2v", {"A1": 6, "B1": 2, "B2": 2},
    1, 4, water_grid, (1.0,))

# N2: regular near equilibrium, below FCI when stretched
ccsd = np.array([rec["err"][2] for rec in n2])
ccsdt = np.array([rec["err"][3] for rec in n2])
assert ccsd[0] > 0 and abs(ccsdt[0]) < ccsd[0]
assert np.nanmin(ccsd) < -1e-3
assert np.nanmin(ccsdt) < -1e-3
# water: rank four is complete in this basis, so CCSDTQ must be FCI
assert water_sector.rank.max() == 4
assert all(abs(rec["err"][4]) < 1e-6 for rec in water)

print_scan(n2, "N2, STO-3G, 10 electrons in 8 orbitals; x = R in angstrom")
print_scan(water, f"H2O, STO-3G, 8 electrons in 6 orbitals; x = R(OH)/"
                  f"{OH_LENGTH} angstrom, angle {ANGLE} deg")
first_below = next(rec for rec in n2 if rec["err"][3] < -1e-3)
print_detail(n2[0], "N2 shortest bond")
print_detail(first_below, "N2 first point with CCSDT over 1 mEh below FCI")
print_detail(water[8], "H2O doubly stretched")
print("Determinants used, highest rank: N2", n2_sector.size,
      n2_sector.rank.max(), "; H2O", water_sector.size, water_sector.rank.max())
print("Largest amplitude change between neighbouring points (CCSD, CCSDT, "
      "CCSDTQ): N2", " ".join(f"{n2_jumps[n]:.3f}" for n in LEVELS),
      "; H2O", " ".join(f"{water_jumps[n]:.3f}" for n in LEVELS))
to_kj = (constants.physical_constants["Hartree energy"][0]
         * constants.N_A / 1000)
lowest = n2[int(np.nanargmin(ccsdt))]
print(f"Lowest N2 CCSDT error: {1e3 * lowest['err'][3]:.3f} mEh = "
      f"{to_kj * lowest['err'][3]:.2f} kJ/mol at R = {lowest['x']:.1f} angstrom")
print("ALL CHECKS PASSED")
```

Running it gives:

```
N2, STO-3G, 10 electrons in 8 orbitals; x = R in angstrom
  x   E_FCI/Eh  RHF weight | error/mEh: CCSD  CCSDT  CCSDTQ
 1.100  -107.653827  0.9168      3.924      2.046      0.042
 1.200  -107.677085  0.8889      5.900      3.716      0.110
 1.300  -107.659153  0.8523      8.542      6.147      0.260
 1.400  -107.622992  0.8034     11.531      9.112      0.543
 1.500  -107.581483  0.7373     13.775     11.623      0.959
 1.600  -107.541962  0.6490     12.730     11.207      1.352
 1.700  -107.508631  0.5404      3.755      3.058      1.509
 1.800  -107.483383  0.4257    -19.551    -19.850      1.888
 1.900  -107.466058  0.3242    -59.093    -59.840      4.553
 2.000  -107.455116  0.2464   -101.844   -102.828     17.003
 2.100  -107.448604  0.1916   -135.746   -136.415        nan
 2.200  -107.444838  0.1542   -159.584   -159.768        nan
 2.300  -107.442641  0.1288   -175.779   -175.508        nan
 2.400  -107.441296  0.1112   -186.719   -186.077        nan
 2.500  -107.440409  0.0987   -194.136   -193.209        nan
H2O, STO-3G, 8 electrons in 6 orbitals; x = R(OH)/0.96 angstrom, angle 104.5 deg
  x   E_FCI/Eh  RHF weight | error/mEh: CCSD  CCSDT  CCSDTQ
 1.000   -75.013077  0.9733      0.118      0.024     -0.000
 1.125   -75.016103  0.9559      0.202      0.073     -0.000
 1.250   -74.985072  0.9291      0.360      0.188     -0.000
 1.375   -74.941050  0.8907      0.613      0.397     -0.000
 1.500   -74.895147  0.8389      0.891      0.647      0.000
 1.625   -74.853074  0.7730      0.891      0.636      0.000
 1.750   -74.817792  0.6948     -0.155     -0.423      0.000
 1.875   -74.790552  0.6086     -3.531     -3.841      0.000
 2.000   -74.771162  0.5206     -9.997    -10.444      0.000
 2.125   -74.758313  0.4416    -18.661    -19.208      0.000
 2.250   -74.750220  0.3804    -28.004    -28.207     -0.000
N2 shortest bond, x = 1.100; all in mEh relative to FCI
  CI energy, ranks up to 2, 3, 4: 12.442 10.578 0.263
  expectation value with CC function, 2, 3, 4: 2.274 0.558 0.009
  CCSD error by unsolved rank: rank 3: 1.721, rank 4: 2.195, rank 5: 0.005, rank 6: 0.002
  CCSDT error by unsolved rank: rank 4: 2.016, rank 5: 0.028, rank 6: 0.002
  CCSDTQ error by unsolved rank: rank 5: 0.022, rank 6: 0.021
N2 first point with CCSDT over 1 mEh below FCI, x = 1.800; all in mEh relative to FCI
  CI energy, ranks up to 2, 3, 4: 117.004 115.529 13.978
  expectation value with CC function, 2, 3, 4: 8.808 7.337 0.320
  CCSD error by unsolved rank: rank 3: 1.075, rank 4: -21.140, rank 5: 0.001, rank 6: 0.513
  CCSDT error by unsolved rank: rank 4: -20.375, rank 5: 0.012, rank 6: 0.513
  CCSDTQ error by unsolved rank: rank 5: 0.013, rank 6: 1.874
H2O doubly stretched, x = 2.000; all in mEh relative to FCI
  CI energy, ranks up to 2, 3, 4: 55.055 27.685 0.000
  expectation value with CC function, 2, 3, 4: 2.001 1.848 0.000
  CCSD error by unsolved rank: rank 3: 0.180, rank 4: -10.177
  CCSDT error by unsolved rank: rank 4: -10.444
Determinants used, highest rank: N2 396 6 ; H2O 65 4
Largest amplitude change between neighbouring points (CCSD, CCSDT, CCSDTQ): N2 0.118 0.121 0.229 ; H2O 0.116 0.111 0.108
Lowest N2 CCSDT error: -193.209 mEh = -507.27 kJ/mol at R = 2.5 angstrom
ALL CHECKS PASSED
```
